# Signal-to-noise ratio of secondary-electron counting in a scanning electron microscope, part 2

In a scanning electron microscope, the grey level of a pixel varies between repeated measurements of the same uniform patch. The problem is to find how large this scatter is compared with the signal.

In the basic model, \(K\) primary electrons arrive, a Poisson number with mean \(N\). Primary number \(i\) releases \(X_i\) secondaries, a Poisson number with mean \(d\), the yield. The \(X_i\) are independent of one another and of \(K\). Every secondary is counted, and the signal \(S\) is their total. \(E\) denotes the average over repetitions, and \(R=E[S]/\sqrt{\operatorname{Var}S}\) is the signal-to-noise ratio (SNR).

Part (a) found \(E[X(X-1)]=d^2\) for Poisson emission. At fixed \(K\), the means of the independent \(X_i\) add, and so do their variances. Part (b) derived the law of total variance,

\[
\operatorname{Var}S=E\big[\operatorname{Var}(S\mid K)\big]+\operatorname{Var}\big(E[S\mid K]\big),
\]

which gives \(\operatorname{Var}S=Nd+Nd^2\), the emission part plus the arrival part. Part (c) found

\[
\boxed{R=\sqrt{\frac{Nd}{1+d}}}
\]

\[
\frac{1}{R^2}=\frac{1+d}{Nd}=\frac1N+\frac1{Nd}.
\]

With a fixed number of primaries, \(R\) would be \(\sqrt{Nd}\). The formula for \(R\) was tested numerically for nine combinations of \(N\) and \(d\). Adding \(F\) independent frames, each with mean \(N_1\) primaries, gives \(N=FN_1\).

The worked pixel lies on an air-exposed silicon line on a grounded wafer, viewed in a critical-dimension microscope. The landing energy is 800 eV, the beam current 10 pA, the dwell time 100 ns per frame and the pixel side 1.0 nm. With 16 frames and \(d=1.2\), \(N=99.86\), the dose is \(1600\ \mu\text{C/cm}^2\) and \(R=7.38\).

Part (f) now treats general emission, lost electrons, detector spread and an unsteady beam.

**Question.** Keep the primaries independent of one another, but relax the other assumptions as follows.

- The emission \(X\) of one primary has mean \(d\) and any law with a finite \(m_2=E[X(X-1)]\).
- Each secondary is collected with probability \(c\), independently of the others.
- Each collected secondary gives a detector pulse of mean height \(g\) and variance \(vg^2\), independently of the others.
- The beam current has a relative rms fluctuation \(r\), slow enough to be constant while one pixel is measured in all its frames, but different from one repetition to the next.

Find \(R\).

**Solution.** Let \(Y\) be the number of collected secondaries from one primary. Its mean is \(E[Y]=cd\). The product \(Y(Y-1)\) counts ordered pairs of different collected secondaries. There are \(X(X-1)\) ordered pairs before collection, and both members of a pair are collected with probability \(c^2\). Hence

\[
E[Y(Y-1)]=c^2m_2 .
\]

Let \(Z\) be the sum of the pulses from this primary, so that \(E[Z]=gcd\). At fixed \(Y\), the square of the sum contains \(Y\) squared pulses and \(Y(Y-1)\) products of different pulses. The mean square of one pulse is its variance plus its squared mean, \(g^2(1+v)\). The mean product of two independent pulses is \(g^2\). Averaging over \(Y\) gives

\[
E[Z^2]=g^2\left[(1+v)cd+c^2m_2\right].
\]

Next comes the number of primaries. In one repetition its mean is \(\Lambda=N(1+\epsilon)\), where \(\epsilon\) has mean zero and variance \(r^2\). At fixed \(\Lambda\), the variance of the Poisson number \(K\) is \(\Lambda\). The law of total variance from part (b), applied to \(K\) and \(\Lambda\), gives

\[
\operatorname{Var}K=E[\Lambda]+\operatorname{Var}\Lambda=N+r^2N^2 .
\]

The output signal \(T\) is the sum of \(K\) independent copies of \(Z\). The reasoning of parts (a) and (b) did not depend on the Poisson form until the numbers were inserted. It therefore gives \(E[T]=N E[Z]\) and

\[
\operatorname{Var}T=N\operatorname{Var}Z+(N+r^2N^2)(E[Z])^2 .
\]

Because \(\operatorname{Var}Z+(E[Z])^2=E[Z^2]\), this becomes

\[
\operatorname{Var}T=N E[Z^2]+r^2N^2(E[Z])^2 .
\]

Dividing by \((E[T])^2=N^2(E[Z])^2=N^2g^2c^2d^2\) cancels the gain:

\[
\frac1{R^2}=\frac1N\left[\frac{1+v}{cd}+\frac{m_2}{d^2}\right]+r^2 .
\]

For Poisson emission \(m_2=d^2\), by part (a). Setting \(c=1\) and \(v=r=0\) then restores \(1/R^2=(1/N)(1/d+1)\).

Three consequences follow. First, with Poisson emission and no other imperfection than incomplete collection, the formula is the original one with \(d\) replaced by \(cd\). What matters is the number of secondaries detected per primary. Secondly, a slow current fluctuation sets a ceiling: as \(N\) grows, \(R\) approaches \(1/r\) from below, and further dose helps less and less. This ceiling concerns repeated measurements of one pixel. A fluctuation shared by all pixels of an image shifts their grey levels together and adds almost nothing to the scatter across a uniform patch. Since the frames of one pixel span the whole acquisition, the fluctuation assumed here is of that kind. If the current instead takes an independent value in each of \(F\) frames, then \(\operatorname{Var}\Lambda=Fr^2N_1^2=r^2N^2/F\), and \(r^2\) is replaced by \(r^2/F\).

Thirdly, \(\sqrt N\) limits \(R\) for Poisson arrivals whatever the emission law. With \(r=0\), the formula for \(\operatorname{Var}T\) gives \(R^2=N(E[Z])^2/E[Z^2]\). Since \(\operatorname{Var}Z\ge0\), the mean square is at least the squared mean, and \(R\le\sqrt N\). A nonzero \(r\) lowers \(R\) further. An emission law narrower than Poisson would raise \(R\) above the result of part (c), but not above this limit.

### (g) The size of these effects for the worked pixel

**Question.** Some primaries are scattered back out of the specimen and release further secondaries as they leave. Take a backscattered fraction \(b=0.2\), and let the exit release 2.5 times as many secondaries as the entry. Take also \(c=0.6\), \(v=0.25\) and \(r=1\,\%\). Keep \(N=99.86\) and the total yield \(d=1.2\), and find how far each effect moves \(R\).

**Solution.** Let an absorbed primary release a Poisson number with mean \(d_a\). A backscattered one releases a Poisson number with mean \(d_b=(1+2.5)d_a\). The backscattered electron itself is assumed not to be counted. The total yield fixes \(d_a\):

\[
d=(1-b)d_a+b\,(3.5\,d_a)=1.5\,d_a,\qquad d_a=0.8,\quad d_b=2.8 .
\]

For each kind of primary \(E[X(X-1)]\) is the square of its own mean, so

\[
m_2=(1-b)d_a^2+b\,d_b^2=0.8\times0.64+0.2\times7.84=2.08 .
\]

Poisson emission with the same yield would have \(d^2=1.44\). The excess arises because the mean of a square exceeds the square of the mean when the two kinds of primary differ. The variance of the emission is \(m_2+d-d^2=1.84\), which is 1.53 times its mean. With this change alone,

\[
\frac1{R^2}=\frac{1}{99.86}\left[\frac1{1.2}+\frac{2.08}{1.44}\right]=0.02281,\qquad R=6.62 .
\]

The other effects follow from the same formula. Changes are relative to \(R=7.38\).

| Effect | \(R\) | Change |
|---|---|---|
| Backscattering | 6.62 | −10.3 % |
| Incomplete collection | 6.47 | −12.4 % |
| Detector pulse spread | 6.99 | −5.2 % |
| Current fluctuation | 7.36 | −0.3 % |
| All four | 5.59 | −24.2 % |

For all four together the sum is

\[
\frac1{R^2}=\frac1{99.86}\left[\frac{1.25}{0.6\times1.2}+\frac{2.08}{1.44}\right]+0.01^2=0.03195 .
\]

The changes in \(R\) do not simply add, because \(R\) is the inverse square root of this sum. In addition, pulse spread weighs more when fewer secondaries are collected, since \(v\) enters as \(v/(cd)\).

Each row was tested against a distribution built by explicit convolution. In the rows with pulse spread, the detector pulses had size 1 or 3 with equal chance, which gives a mean of 2, a variance of 1 and \(v=1/4\). In the rows with current fluctuation, the current was 1 % below or above its mean with equal chance. The ratios agreed with the formula to within a relative \(10^{-7}\). This confirms the algebra; it does not establish that a given instrument has these parameters.

### (h) Uncertain yield, independent arrivals and surface charge

**Question.** How strongly does \(R\) depend on the yield? Are the primaries close enough to disturb one another before landing? Can the yield stay constant if the net charge remains on the surface?

**Solution.** Return to the model of part (c). At fixed \(N\), its logarithm is \(\ln R=\tfrac12[\ln N+\ln d-\ln(1+d)]\). The relative change of \(R\) per relative change of \(d\) is

\[
\frac{d}{R}\frac{\partial R}{\partial d}=\frac12\left[1-\frac{d}{1+d}\right]=\frac1{2(1+d)} .
\]

This is 0.23 at \(d=1.2\), so a small relative error in the yield causes about a quarter of that error in \(R\). For larger changes the full formula gives \(R=6.88\) at \(d=0.9\) and \(R=7.74\) at \(d=1.5\). The mean grey level, by contrast, is proportional to \(d\) and follows the yield in full.

For the arrivals, the mean time between primaries is the elementary charge divided by the current, 16.0 ns. An 800 eV electron is slow enough for the non-relativistic speed \(\sqrt{2E/m}\), with \(E\) its energy and \(m\) the electron mass. In 16.0 ns it travels 269 mm. If the final gap above the specimen is 3 mm long and is crossed at the landing energy, it contains on average

\[
\frac{3\ \text{mm}}{269\ \text{mm}}=0.011
\]

electrons. Two primaries are thus seldom in the gap together, and their mutual repulsion there should matter little. The estimate says nothing about the source or the upper column, where the beam current can be larger.

For the surface charge, each primary brings one negative charge. On average \(d\) secondaries and \(b\) backscattered electrons carry negative charge away. The specimen therefore gains a net positive charge of \(d+b-1=0.4\) elementary charges per primary. Consider the simple case in which all of it stays on top of a native oxide of thickness \(t=1.0\) nm and relative permittivity 3.9. This fixes a scale and is not a bound. An 800 eV primary has a range of roughly 20 nm in silicon and nearly always stops below the oxide, so its negative charge does not offset the positive charge left where the secondaries start. The share that falls to the oxide depends on the depth from which the secondaries come. The areal charge is

\[
\sigma=0.4\times1600\ \mu\text{C/cm}^2=640\ \mu\text{C/cm}^2=6.4\ \text{C/m}^2 .
\]

If the scanned area is wide compared with \(t\), the field runs almost entirely through the oxide to the grounded wafer, which is treated as a metal for this estimate. Gauss's law then gives the field \(\sigma/\varepsilon\), where \(\varepsilon\) is 3.9 times the vacuum permittivity, and the voltage is the field times \(t\):

\[
\frac{\sigma}{\varepsilon}=1853\ \text{MV/cm},\qquad V=\frac{\sigma t}{\varepsilon}=185\ \text{V}.
\]

Such a field cannot exist in the oxide, whose breakdown field is roughly 10 MV/cm. Most of this charge therefore cannot stay on the surface. Either it leaks to the wafer, or the surface becomes positive enough to draw secondaries back, and less charge builds up in the first place. Even a small remainder could matter: 0.54 % of the charge, left on the surface, gives 1 V across the oxide. This is a rough upper limit for the drop across so thin an oxide, since 1 V across 1.0 nm is a field of 10 MV/cm. Electrons can also tunnel through 1 nm of oxide, which can keep the voltage far lower. The surface potential also contains the band bending in the silicon, which this estimate leaves out. On p-type silicon doped to \(10^{17}\ \text{cm}^{-3}\), in equilibrium at room temperature, about 0.04 % of the charge already makes the surface 1 V positive, mostly by band bending, and the surface reaches about 2 V before the oxide field comes to 10 MV/cm. A deeply depleted layer or a junction under the surface can hold several volts, while carriers generated by the beam can reduce the band bending. Many secondaries have energies of only a few electronvolts, and a surface just 1 V positive can already draw part of them back, unless a strong extraction field above the specimen pulls them away. If secondaries are drawn back, the yield depends on the primaries that came before, and the \(X_i\) are no longer independent of one another or of \(K\). The formula for \(R\) thus requires that charging does not noticeably change the yield during the measurement. A thick insulator needs a separate treatment.

**The model beside a real instrument.** Landing energies of several hundred electronvolts, currents of some picoamperes to tens of picoamperes and pixels near 1 nm are rough typical values for critical-dimension microscopes. The yield of 1.2 is a rough value for air-exposed silicon and depends on the surface condition. The values of \(b\), \(c\), \(v\), \(r\) and the exit factor 2.5 are round assumptions, not data for a particular instrument. With them, incomplete collection and backscattering are the largest corrections, and the four effects together lower \(R\) from 7.4 to about 5.6. The detector must also respond much faster than the dwell time; otherwise pulses spill into neighbouring pixels and the signal is no longer the count \(S\). If the response decays exponentially with a time constant of one tenth of the dwell time, and the detector output is integrated over each dwell, this spill already raises the apparent \(R\) of a uniform patch by about 5 %, because neighbouring pixels are partly averaged. On photoresist, which can shrink under the beam, a constant yield over all 16 frames would have to be verified first. The full set of values is in the numerical output.

## Numbers as computed

```
largest relative SNR deviation in 9 tests: 3.4e-14
landing energy: 800 eV
beam current: 10 pA
dwell time per frame: 100 ns
frames: 16
pixel side: 1.0 nm
mean yield d: 1.20
mean primaries per frame: 6.242
mean primaries N, all frames: 99.86
dose, all frames: 1600 uC/cm2
mean secondaries, all frames: 119.84
emission part of variance N d: 119.84
arrival part of variance N d^2: 143.80
total variance from distribution: 263.64
standard deviation: 16.24
SNR, one frame: 1.845
SNR, all frames: 7.380
primary shot-noise limit sqrt(N): 9.993
fixed-arrival value sqrt(N d): 10.947
blank-pixel probability, one frame: 0.0128
primaries needed for SNR 10: 183.3
dose needed for SNR 10: 2937 uC/cm2
backscattered fraction: 0.20
extra secondaries on exit, relative: 2.50
yield without backscattering: 0.800
yield with backscattering: 2.800
m2 of the mixture: 2.080; Poisson d^2: 1.440
emission variance/mean, mixture: 1.533
collection probability c: 0.60
relative pulse variance v: 0.25
current fluctuation r: 1.0 %
SNR, backscatter-broadened emission: 6.621 (-10.29 %)
SNR, incomplete collection: 6.466 (-12.40 %)
SNR, detector pulse spread: 6.994 (-5.24 %)
SNR, beam-current fluctuation: 7.360 (-0.27 %)
SNR, all four effects: 5.595 (-24.20 %)
SNR at yield 0.9: 6.878
SNR at yield 1.5: 7.741
mean time between primaries: 16.0 ns
mean distance between primaries: 269 mm
final gap: 3 mm
mean electrons in final gap: 0.0112
net positive charge per primary: 0.40 e
oxide thickness: 1.0 nm
oxide relative permittivity: 3.9
oxide field if no charge leaked: 1853 MV/cm
oxide voltage if no charge leaked: 185 V
retained fraction giving 1 V: 0.54 %
```
